# Miniband Gap from Alternating Interlayer Hoppings in a Layered Oxide

**Q.** An empty metal s band in an oxide is several eV wide. Why should a modest inequality between interlayer hoppings cut it in two? First say what is unequal to what.

**A.** The hoppings must alternate. Take an infinite stack with one orthonormal s-like orbital per layer. Layers A and B alternate, and the repeat length $d$ covers both. In-plane periodicity lets us fix the in-plane wavevector $\mathbf k_\parallel$, at which both kinds of layer have the same energy $\varepsilon(\mathbf k_\parallel)$. Only neighbouring layers are coupled:

$$\langle A_n|H|B_n\rangle=-t_1,\qquad \langle A_n|H|B_{n-1}\rangle=-t_2 .$$

If the hoppings depend on $\mathbf k_\parallel$, their values there are meant. For amplitudes $a_n,b_n$ the Schrödinger equation reads

$$(E-\varepsilon)a_n=-t_1b_n-t_2b_{n-1},$$
$$(E-\varepsilon)b_n=-t_1^*a_n-t_2^*a_{n+1}.$$

Translation by $d$ is a symmetry, so put $a_n=a\,e^{ikdn}$ and $b_n=b\,e^{ikdn}$. Then

$$(E-\varepsilon)a=h\,b,\qquad (E-\varepsilon)b=h^*a,\qquad h=-(t_1+t_2e^{-ikd}).$$

Multiplying the first equation by $(E-\varepsilon)$ and using the second gives $(E-\varepsilon)^2=|h|^2$, hence

$$E_\pm=\varepsilon(\mathbf k_\parallel)\pm|h(k)| .$$

**Q.** Two branches are not yet a gap. They could touch.

**A.** Whether they touch depends on the smallest $|h|$. Expanding the square,

$$|h|^2=|t_1|^2+|t_2|^2+2|t_1||t_2|\cos(kd+\varphi),\qquad \varphi=\arg t_1-\arg t_2 .$$

In an infinite stack $kd$ runs through a full period, so the cosine reaches $-1$ and $+1$ whatever $\varphi$ is. Therefore $|h|$ runs from $\big||t_1|-|t_2|\big|$ to $|t_1|+|t_2|$. The upper branch has its minimum, and the lower its maximum, where $|h|$ is smallest. Their separation is

$$\boxed{E_g=2\big||t_1|-|t_2|\big|}$$

Signs and phases only move the wavevector of closest approach. For two positive hoppings it is $k=\pi/d$; reversing one sign moves it to $k=0$.

**Q.** What are the two edge states physically?

**A.** Take $t_1>t_2>0$ and $k=\pi/d$, so that $h=-(t_1-t_2)$. At the lower edge $E-\varepsilon=h$, which gives $b=a$. The pair joined by the strong bond is in phase and gains $t_1$. The next cell has the opposite sign, so the weak bond is out of phase and costs $t_2$. The energy is $-t_1+t_2$ relative to $\varepsilon$. At the upper edge both roles are reversed.

Two limits agree with this. For $t_2=0$ the stack is a set of isolated pairs with levels $\pm t_1$, separated by $2t_1$. For $t_1=t_2$ all layers are equivalent; the two branches are one band folded at $k=\pi/d$, and they touch.

**Q.** Give me numbers, and tell me where in the band the gap lies.

**A.** I choose round parameters: $t_1=1.8$ eV, $t_2=1.4$ eV and $d=0.60$ nm. Then

$$E_g=2(1.8-1.4)\ \text{eV}=0.80\ \text{eV}=800\ \text{meV}.$$

Diagonalizing a periodic ring of 60 two-layer cells gives the same value. At fixed $\mathbf k_\parallel$ the levels span $2(t_1+t_2)=6.4$ eV. The gap begins above the bottom by

$$(t_1+t_2)-|t_1-t_2|=2\min(t_1,t_2)=2.8\ \text{eV}.$$

The mass at the bottom follows from the same $|h|$. With $T=t_1+t_2$ and small $k$,

$$|h|^2=T^2-2t_1t_2(1-\cos kd)\simeq T^2-t_1t_2d^2k^2 .$$

Taking the root to order $k^2$ gives $E_-\simeq\varepsilon-T+t_1t_2d^2k^2/(2T)$. Comparison with $\hbar^2k^2/(2m_z)$ yields

$$m_z=\frac{\hbar^2(t_1+t_2)}{t_1t_2d^2}=0.269\,m_e .$$

So a light electron at the bottom is compatible with a gap much higher in the band.

**Q.** You assumed equal site energies. Different cations in A and B would spoil that.

**A.** They would. With site energies $\varepsilon\pm\delta$, the equations become $(E-\varepsilon-\delta)a=hb$ and $(E-\varepsilon+\delta)b=h^*a$. Their product gives $(E-\varepsilon)^2=\delta^2+|h|^2$, so

$$E_g=2\sqrt{\delta^2+(|t_1|-|t_2|)^2}.$$

For a site difference $2\delta=1.0$ eV this is $2\sqrt{0.5^2+0.4^2}=1.28$ eV. Even equal hoppings would then leave a gap $2|\delta|$, so a gap alone does not prove that the hoppings differ.

**Q.** And hopping past the nearest layer?

**A.** Let equal matrix elements $+t'$ join A to the next A and B to the next B. They add $2t'\cos kd$ to both branches. For positive $t_1,t_2$, write $c=\cos kd$, $\Delta=|t_1-t_2|$ and $R(c)=\sqrt{t_1^2+t_2^2+2t_1t_2c}$. As the root of a linear function, $R$ is concave.

The lower branch $-R+2t'c$ is therefore convex in $c$, and its maximum is at an endpoint: $-\Delta-2t'$ at $c=-1$, or $-T+2t'$ at $c=1$. The upper branch $R+2t'c$ is concave, and its minimum is $\Delta-2t'$ or $T+2t'$. Since $T-\Delta=2\min(t_1,t_2)$, both extrema stay at $c=-1$ when

$$|t'|\le \tfrac12\min(t_1,t_2).$$

Then $(\Delta-2t')-(-\Delta-2t')=2\Delta$, so the gap is unchanged. Here the limit is 0.70 eV. Beyond it one extremum moves to $c=1$ and the separation falls below $2\Delta$.

**Q.** Would any unequal sequence do, say a repeat of three layers?

**A.** Not with the same formula. Let the hoppings repeat as $a,a,b$, all positive, with equal site energies taken as zero and $d$ now the three-layer repeat. The $3\times3$ determinant gives

$$E^3-(2a^2+b^2)E=-2a^2b\cos kd .$$

The left side rises with $E$ to a local maximum and then falls. The lowest band lies on the rising part and the second on the falling part. Their edges face each other where the right side is largest, at $\cos kd=-1$. There the equation factorizes:

$$(E+b)(E^2-bE-2a^2)=0 .$$

The two lowest roots are $-b$ and $(b-\sqrt{b^2+8a^2})/2$, so the lower gap is

$$E_{g,3}=\tfrac12\left|3b-\sqrt{b^2+8a^2}\right| .$$

For $a=1.8$ eV and $b=1.4$ eV it is 0.54 eV, not 0.80 eV, although the hopping magnitudes are the same two.

**Q.** So far $\mathbf k_\parallel$ has been fixed. Does the density of states of the solid show a gap?

**A.** In this example it does not. Suppose the hoppings do not depend on $\mathbf k_\parallel$, and let $\varepsilon(\mathbf k_\parallel)$ have width $W$. The lower miniband reaches up to $\varepsilon_{\max}-\Delta$, and the upper starts at $\varepsilon_{\min}+\Delta$. The difference is

$$E_{g,\text{total}}=2\Delta-W ,$$

and a gap survives only if this is positive.

For a triangular layer with lattice constant $a_\parallel$ and hopping element $-t_\parallel$, $\varepsilon=-2t_\parallel S$ apart from a constant, where

$$S=\cos k_xa_\parallel+2\cos\frac{k_xa_\parallel}{2}\cos\frac{\sqrt3k_ya_\parallel}{2}.$$

The largest $S$ is 3. With $x=|\cos(k_xa_\parallel/2)|$, the smallest value at given $x$ is $2x^2-1-2x$, whose minimum is $-3/2$ at $x=1/2$. Thus $W=2t_\parallel(3+3/2)=9t_\parallel$. Near the centre $S\simeq3-\tfrac34a_\parallel^2k_\parallel^2$, which gives $m_\parallel=\hbar^2/(3t_\parallel a_\parallel^2)$.

With $t_\parallel=0.85$ eV and $a_\parallel=0.33$ nm, the mass is $0.274\,m_e$ and $W=7.65$ eV. This far exceeds 0.80 eV, so the minibands overlap in energy. In a periodic cluster with 1152 levels, 12 lie inside the energy window that is empty at $\mathbf k_\parallel=0$; they belong to other in-plane wavevectors. The cluster is small: this is 1.0% of its levels, while dense wavevector meshes give 2.8%. If $t_\parallel$ is reduced to 0.05 eV at fixed interlayer hoppings, a total gap of $0.80-0.45=0.35$ eV remains.

**Q.** Films have surfaces. Can a surface put states into the gap at fixed $\mathbf k_\parallel$?

**A.** Yes, if the film ends with its weaker bond. Let $t_w<t_s$ be the positive weak and strong hoppings, and let a half-infinite stack start with layer A followed by the weak bond. Seek a state at $E=\varepsilon$ living on A layers. The equation on each B layer requires

$$t_wa_n+t_sa_{n+1}=0,\qquad a_{n+1}=-\frac{t_w}{t_s}a_n .$$

The amplitude decays into the film over

$$\ell=\frac{d}{\ln(t_s/t_w)}=\frac{0.60\ \text{nm}}{\ln(1.8/1.4)}=2.39\ \text{nm}.$$

If the strong bond comes first, the ratio is inverted and the solution grows, so it is not a surface state. A 60-cell film with weak bonds at both ends has two levels near mid-gap; with strong bonds at both ends it has none in the gap. The surface site energies are kept equal to those inside, and the result depends on this. In the chain with explicit oxygen treated next, an outer metal without its outer oxygen loses part of its site shift, and a 60-cell film ending on metal has no level in the gap for either end bond. With an oxygen cap on each end, the film with weak end bonds again has two.

**Q.** Metal s orbitals in an oxide couple largely through oxygen. Is a constant hopping defensible?

**A.** It is a serious approximation 3 eV up in the band. Put an oxygen p orbital on each bond, with energy $D$ below the metal level, and measure $E$ from that level. The p orbital is odd, so its couplings to the metals on its two sides are $-V_j$ and $+V_j$. On bond 1 the oxygen amplitude is

$$p=\frac{V_1(b_n-a_n)}{E+D}.$$

Its contribution to the equation for $a_n$ is $-V_1p=V_1^2(a_n-b_n)/(E+D)$. Bond 2 acts likewise. Elimination therefore gives the hopping $t_j(E)=V_j^2/(E+D)$ and a site shift $t_1(E)+t_2(E)$. The bands obey

$$E(E+D)=V_1^2+V_2^2\pm|V_1^2+V_2^2e^{-ikd}| .$$

The right side is never negative, and it vanishes for the lower sign at $k=0$. The metal band thus starts at $E=0$ and the oxygen band ends at $-D$: $D$ is the fundamental gap of this chain. At $k=\pi/d$ the right side is $2V_1^2$ or $2V_2^2$, so the miniband edges are

$$E_j=-\frac D2+\sqrt{\frac{D^2}{4}+2V_j^2}.$$

Set the effective hoppings equal to $t_1,t_2$ at mid-gap, where the energy equals the site shift $T=3.2$ eV. With $D=3.5$ eV this means $V_j^2=t_j(D+T)$, or $V_1=3.473$ eV and $V_2=3.063$ eV. The edges lie at 3.46 and 2.92 eV, and the gap is 0.542 eV, about 32% below the constant-hopping value.

**Q.** Where did a third of the gap go?

**A.** Into the energy dependence of the site shift, which comes from the oxygen admixture. The shift $t_1(E)+t_2(E)$ falls as $E$ rises, so it lowers the upper edge and raises the lower one. The difference $t_1(E)-t_2(E)$ also varies, but to first order its changes at the two edges cancel in the gap. To get the size, note that between the edges, $E(E+D)$ changes by $2(V_1^2-V_2^2)=2(t_1-t_2)(D+T)$, while its slope at $E=T$ is $D+2T$. To first order,

$$E_g\simeq2|t_1-t_2|\,Z,\qquad Z=\frac{D+T}{D+2T}=0.677,$$

which gives 0.54 eV. This $Z$ is the metal weight interpolated to mid-gap, between the weights of the two edge states. To see this, multiply each metal equation by the conjugate of its metal amplitude and sum: the result is $E$ times the metal weight on one side and the summed metal–oxygen coupling terms on the other. The oxygen equations, treated alike, give $(E+D)$ times the oxygen weight equal to the same real sum. The oxygen-to-metal weight ratio is therefore $E/(E+D)$; at $E=T$ the metal fraction is $1/[1+T/(D+T)]=Z$.

The bottom mass changes too. There the effective hoppings are larger by $(D+T)/D$, so the mass falls to $0.2688\times3.5/6.7=0.140\,m_e$. One constant pair of hoppings cannot give this mass together with the position and size of the gap. Constant hoppings put the gap edges at $2t_2$ and $2t_1$ above the bottom, so edges at 2.92 and 3.46 eV require 1.46 and 1.73 eV, and the mass formula then gives about $0.27\,m_e$.

**Q.** Could a strong field carry an electron straight across the gap?

**A.** Sometimes. Return to constant hoppings and put $k=\pi/d+q$. For small $q$, $|h|^2\simeq\Delta^2+t_1t_2d^2q^2$. This is a crossing of levels $\pm\sqrt{t_1t_2}\,d\,q$ with coupling $\Delta$. A field $F$ changes $q$ at the rate $eF/\hbar$, so the levels move as $\pm\lambda\tau$ in time $\tau$, with $\lambda=\sqrt{t_1t_2}\,d\,eF/\hbar$.

Far from the crossing the energy is $\lambda\tau+\Delta^2/(2\lambda\tau)$, and the amplitude to stay on the rising level varies as

$$e^{-i\lambda\tau^2/2\hbar}\,\tau^{-i\nu},\qquad \nu=\frac{\Delta^2}{2\hbar\lambda}.$$

Continue it from $\tau<0$ to $\tau>0$ along a large upper semicircle in complex $\tau$. On this path the exponential is first the smaller and then the larger of the two solutions, so its coefficient is preserved. The phase of $\tau$ drops from $\pi$ to 0, and the power shrinks in magnitude by $e^{-\pi\nu}$. Staying on the rising level means changing miniband, with probability

$$P=e^{-2\pi\nu}=\exp\left[-\frac{\pi(t_1-t_2)^2}{eFd\sqrt{t_1t_2}}\right].$$

The field scale in the exponent is 5.28 MV/cm. At 1 MV/cm, $P=e^{-5.28}=0.0051$ per passage; direct time evolution across one zone of the full two-band model, with evenly spaced layers, also gives 0.0051. Scattering is absent from both. The value depends on the model. If the two layers of a cell are placed at the same position instead of evenly, the evolution gives 0.0057. In the chain with explicit oxygen, where the gap and the slope of the crossing levels are both reduced, it gives 0.028 at the same field, which matches $e^{-5.28Z}$. An electron starting at the band bottom needs $\pi\hbar/(eFd)=34$ fs to reach the gap at this field, whereas a mobility of 50 cm$^2$/Vs with the mass $m_z=0.269\,m_e$ implies a scattering time of about 8 fs. If that time held all the way up to the gap, most electrons would scatter first. So $P$ applies only to one that arrives at the gap; it is not the tunnelling probability of every electron in a device. The field is a model input: breakdown and screening in a real film are not treated.

**Q.** How close is all this to a real oxide semiconductor?

**A.** The parameters aim at the rough regime of crystalline In–Ga–Zn oxides, with electron masses of about 0.2 to 0.3 $m_e$ and a fundamental gap of roughly 3.5 eV. The constant-hopping model has masses in this range; the chain with explicit oxygen, at $0.140\,m_e$ along the stack, does not. The two-layer stack is not their actual structure. Their cation layers differ chemically and may repeat in threes; within the model, those changes alone gave 1.28 and 0.54 eV. Higher metal orbitals are left out and may matter at the energy of this gap. An amorphous film has no repeat $d$, so the derivation does not apply to it.

**Q.** Would a transistor's electrons notice the gap?

**A.** Not near equilibrium in this model. For parabolic bands $E_F=(\hbar^2/2m)(3\pi^2n)^{2/3}$ with $m=(m_zm_\parallel^2)^{1/3}$. At $n=10^{20}$ cm$^{-3}$ this is 0.29 eV, far below 2.8 eV. At 300 K, $k_BT=0.0259$ eV, and the Boltzmann factor for 2.8 eV, counted from the band bottom, is about $10^{-47}$. In this degenerate gas the occupation is set by the distance from the Fermi level, about 2.5 eV, which gives about $10^{-42}$: still negligible.

A probe of the empty states at fixed $\mathbf k_\parallel$ would have to resolve the gap against lifetime broadening. Taking $\hbar/\tau_s=\hbar e/(\mu m_z)$, with $\tau_s$ the scattering time, rough mobilities $\mu$ of 50 and 10 cm$^2$/Vs give 0.09 and 0.43 eV. The second is comparable with the gap. A mobility gives a momentum-relaxation time for electrons near the band bottom. The lifetime that broadens a level 2.8 eV higher can differ, so these widths are only rough guides. The numerical output below lists the main values used here.

## Computed values

```
Larger hopping t1: 1.80 eV
Smaller hopping t2: 1.40 eV
Two-layer repeat d: 0.60 nm
In-plane lattice constant a: 0.33 nm
In-plane hopping: 0.85 eV
Miniband gap from ring: 0.8000 eV
Miniband gap: 800.0 meV
Total width along stack: 6.400 eV
Gap starts above band bottom: 2.800 eV
Mass along stack: 0.269 electron masses
Mass in plane: 0.274 electron masses
Site-energy difference tried: 1.00 eV
Gap with site difference: 1.281 eV
Largest harmless second hopping: 0.70 eV
Lower gap, three-layer period t1,t1,t2: 0.540 eV
In-plane band width: 7.65 eV
Cluster levels inside gap window: 12
Cluster levels in all: 1152
Narrow-layer in-plane hopping: 0.05 eV
Total gap for narrow layers: 0.350 eV
End-state amplitude decay length: 2.39 nm
Fundamental gap in oxygen model: 3.50 eV
Oxygen couplings V1, V2: 3.473, 3.063 eV
Metal weight at mid-gap: 0.677
Miniband gap with explicit oxygen: 0.542 eV
Stack mass with oxygen: 0.140 electron masses
Applied field: 1.00 MV/cm
Tunnelling field scale: 5.28 MV/cm
Tunnelling per passage, formula: 0.00511
Tunnelling per passage, evolution: 0.00508
Electron density: 1.0e+20 cm^-3
Fermi energy above bottom: 0.288 eV
Counted/assumed density: 1.015
Temperature: 300 K
Thermal energy: 0.0259 eV
log10 Boltzmann factor at gap start: -47.0
Broadening hbar/tau at 50 cm2/Vs: 0.086 eV
Broadening hbar/tau at 10 cm2/Vs: 0.431 eV
```
